# Vanishing Spin-Orbit Diagonals in Half-Filled Shells and the p³ Splittings

## Definitions and conventions

A shell of orbital angular momentum $l$ has $2(2l+1)$ spin orbitals $a=(m,\sigma)$, with creation operators $a_a^\dagger$. It holds $N$ electrons. The algebra is in atomic units. The spin-orbit operator is

$$V=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i=\sum_{ab}h_{ab}\,a_a^\dagger a_b ,\qquad \operatorname{tr}h=0,$$

with one constant $\zeta$ for the shell. The trace vanishes because $\operatorname{tr}(l_is_i)=\operatorname{tr}l_i\,\operatorname{tr}s_i=0$.

Pairing uses the matrix

$$g_{m\sigma,m'\sigma'}=(-1)^{l-m+1/2-\sigma}\,\delta_{m',-m}\,\delta_{\sigma',-\sigma},$$

which is real and antisymmetric, with $g^2=-1$ and $gg^T=1$. The quasi-spin operators are

$$Q_+=\tfrac12\sum_{ab}g_{ab}a_a^\dagger a_b^\dagger=\sum_m(-1)^{l-m}a^\dagger_{m\uparrow}a^\dagger_{-m\downarrow},\qquad Q_-=Q_+^\dagger,\qquad Q_z=\tfrac12(N-2l-1).$$

For one pair $P^\dagger=a_1^\dagger a_2^\dagger$, $[P^\dagger,P]=n_1n_2-(1-n_1)(1-n_2)=n_1+n_2-1$. Different pairs commute, so summing over the $2l+1$ pairs gives $[Q_+,Q_-]=2Q_z$. Since $Q_\pm$ changes $N$ by $\pm2$, also $[Q_z,Q_\pm]=\pm Q_\pm$. This is the algebra of an angular momentum.

Let $\chi$ be a state with $v$ electrons and $Q_-\chi=0$: no pair can be removed from it. The number $v$ is the seniority of $\chi$ and of all states $Q_+^p\chi$. As $\chi$ is the lowest member of its multiplet, $-Q=(v-2l-1)/2$, hence

$$Q=\tfrac12(2l+1-v).$$

Define $\tilde h=g\,h^Tg^T$ for any one-particle matrix. Its elements are

$$\tilde h_{m\sigma,m'\sigma'}=(-1)^{m-m'+\sigma-\sigma'}\,h_{-m'-\sigma',\,-m-\sigma}.$$

For $l_z$ this replaces $m$ by $-m$. For $l_+$ the element from $m$ to $m+1$ becomes $-\sqrt{(l+m+1)(l-m)}$, minus its old value. The spin matrices behave likewise, so $\tilde l_i=-l_i$ and $\tilde s_i=-s_i$. Transposition reverses products, but $l_i$ and $s_i$ commute, so the two signs cancel:

$$\tilde h=h\quad\text{for}\quad h=\zeta\,\mathbf l\cdot\mathbf s .$$

From $[\sum h_{ab}a_a^\dagger a_b,\,a_c^\dagger]=\sum_a h_{ac}a_a^\dagger$ follows, for any one-body operator $H$ with matrix $h$,

$$[H,Q_+]=\tfrac12\sum_{ab}(hg+gh^T)_{ab}\,a_a^\dagger a_b^\dagger. \tag{1}$$

Multiplying $\tilde h=\pm h$ by $g$ from the right gives $gh^T=\pm hg$. For $\mathbf L$ and $\mathbf S$ the lower sign holds and (1) vanishes: they commute with quasi-spin, and terms can be given definite $L$, $S$ and $v$ together.

The claim is that at $N=2l+1$ the operator $V$ has no matrix elements between states of equal seniority. This includes all diagonal elements of a term of definite seniority.

## First derivation: a half-turn in quasi-spin space

Put $b_a=\sum_c g_{ac}a_c$. With $Q_-=\tfrac12\sum g_{bc}a_ca_b$ and the anticommutators,

$$[Q_-,a_a^\dagger]=\tfrac12\sum_c g_{ac}a_c-\tfrac12\sum_b g_{ba}a_b=b_a, \tag{2}$$

because $g$ is antisymmetric. In the same way $[Q_+,a_c]=-\sum_e g_{ce}a_e^\dagger$, so $[Q_+,b_a]=-\sum_e(g^2)_{ae}a_e^\dagger=a_a^\dagger$. Also $[Q_+,a_a^\dagger]=[Q_-,b_a]=0$.

Let $A=\tfrac12(Q_+-Q_-)$. Then $[A,a_a^\dagger]=-\tfrac12b_a$ and $[A,b_a]=\tfrac12a_a^\dagger$, which integrate to

$$e^{\theta A}a_a^\dagger e^{-\theta A}=\cos\tfrac\theta2\,a_a^\dagger-\sin\tfrac\theta2\,b_a .$$

For $R=e^{\pi A}$, a real orthogonal operator,

$$Ra_a^\dagger R^{-1}=-\sum_c g_{ac}a_c,\qquad Ra_bR^{-1}=-\sum_d g_{bd}a_d^\dagger .$$

Thus $R$ exchanges electrons and holes. For a one-body operator,

$$RHR^{-1}=\sum h_{ab}\,g_{ac}g_{bd}\,a_ca_d^\dagger
=\operatorname{tr}h-\sum_{cd}(g^Thg)_{cd}\,a_d^\dagger a_c .$$

The matrix multiplying $a_d^\dagger a_c$, read with row $d$ and column $c$, is $(g^Thg)^T=g^Th^Tg=\tilde h$, since $g^T=-g$. Therefore

$$RVR^{-1}=-V, \tag{3}$$

while $\mathbf L$ and $\mathbf S$ are unchanged.

At half filling $M_Q=0$, so $Q$ is an integer. Since $A=iQ_y$, $R$ is a half-turn about the quasi-spin $y$ axis. The angular-momentum algebra fixes its action within a multiplet, so it can be read off from $Y_{Q0}\propto P_Q(\cos\vartheta)$. The half-turn sends $\cos\vartheta$ to $-\cos\vartheta$, and $P_Q(-x)=(-1)^QP_Q(x)$. Hence $R\psi=(-1)^Q\psi$. Inserting $R^{-1}R$ on both sides of $V$,

$$\langle\psi'|V|\psi\rangle=(-1)^{Q+Q'}\langle\psi'|RVR^{-1}|\psi\rangle=-(-1)^{Q+Q'}\langle\psi'|V|\psi\rangle .$$

The element vanishes when $Q+Q'$ is even, that is, when $(v-v')/2$ is even. Equal seniority is one such case. Physically, the exchange of electrons and holes reverses the spin-orbit energy, but a half-filled term of definite seniority is its own image.

Definite seniority matters. In d⁵ there are ²D, ²F and ²G terms with more than one seniority. If states of the same $L$ and $S$ may be mixed freely, the largest diagonal elements found numerically are $1.50\zeta$, $0.75\zeta$ and $1.07\zeta$.

Electron repulsion does not produce such mixtures. Up to terms depending on $N$ alone, it is a sum of products $U^k_qU^k_{-q}$ of one-body multipoles with even $k>0$. The matrix of $C^k_q$ is spin independent and traceless, and $Y_{l,-m}=(-1)^mY_{lm}^*$ gives $\tilde c=c$. Each multipole is therefore odd under $R$, and each product is even. At half filling the repulsion commutes with $R$ and mixes only seniorities that differ by a multiple of 4. A Coulomb eigenterm, if not accidentally degenerate with another, keeps a definite sign under $R$, and its diagonal spin-orbit elements still vanish. A numerical d⁵ calculation with $F^2=10$ eV and $F^4=6.3$ eV, in which $v=1$ and $v=5$ are actually mixed, confirms this for all 16 terms. The exception is real: at $F^4/F^2=0.3$ two terms coincide, and $V$ has elements of order $\zeta$ within the degenerate level.

## Second derivation: adding pairs one at a time

The same result follows without a rotation, by following a matrix element as the shell fills. For $V$, (1) with $gh^T=hg$ gives

$$B\equiv[V,Q_+]=\sum_{ab}(hg)_{ab}a_a^\dagger a_b^\dagger,\qquad (hg)^T=-gh^T=-hg .$$

Using (2) and $b_aa_b^\dagger=g_{ab}-a_b^\dagger b_a$,

$$[Q_-,B]=\sum_{ab}(hg)_{ab}\left(g_{ab}-a_b^\dagger b_a+a_a^\dagger b_b\right).$$

The first term is $\operatorname{tr}(hgg^T)=\operatorname{tr}h=0$. The other two are equal by antisymmetry of $hg$, and together give $2\sum(hg^2)_{ac}a_a^\dagger a_c$. So

$$[Q_-,B]=-2V. \tag{4}$$

Take states $\chi,\chi'$ with $v$ electrons, both annihilated by $Q_-$. Moving $Q_-$ to the right through $k$ factors $Q_+$, with $[Q_-,Q_+]=-2Q_z$, gives

$$Q_-Q_+^k\chi=\sum_{j=0}^{k-1}(2Q-2j)\,Q_+^{k-1}\chi=k(2Q-k+1)\,Q_+^{k-1}\chi .$$

Hence $Q_-^pQ_+^p\chi=\mathcal N_p\chi$, where $\mathcal N_p=\prod_{k=1}^pk(2Q-k+1)$, and $\psi=\mathcal N_p^{-1/2}Q_+^p\chi$ is normalized with $N=v+2p$.

Since $B$ commutes with $Q_+$, $VQ_+^p=Q_+^pV+pQ_+^{p-1}B$. In the first term $Q_-^pQ_+^p$ acts to the left on $\chi'$ and gives $\mathcal N_p$. In the second, $Q_-^{p-1}Q_+^p\chi'=(\mathcal N_p/2Q)\,Q_+\chi'$. For $Q>0$, therefore,

$$\langle\psi'|V|\psi\rangle=\langle\chi'|V|\chi\rangle+\frac{p}{2Q}\langle\chi'|Q_-B|\chi\rangle .$$

As $Q_-\chi=0$, $Q_-B$ may be replaced by $[Q_-,B]=-2V$. With $p=(N-v)/2$,

$$\langle\psi'|V|\psi\rangle=\left(1-\frac pQ\right)\langle\chi'|V|\chi\rangle=\frac{2l+1-N}{2l+1-v}\,\langle\chi'|V|\chi\rangle. \tag{5}$$

This is zero at $N=2l+1$. The remaining case $Q=0$, or $v=2l+1$, has no pairs to add. There both $Q_-\chi=0$ and $Q_+\chi'=0$, so the expectation of (4) gives $-2\langle\chi'|V|\chi\rangle=\langle\chi'|(Q_-B-BQ_-)|\chi\rangle=0$.

Equation (5) also shows what happens around the zero: for fixed $v<2l+1$, a nonzero first-order splitting shrinks linearly as pairs are added and reverses sign beyond half filling. This holds for states of pure seniority at fixed $\zeta$. Away from half filling the repulsion can mix $v$ with $v\pm2$, and the actual terms then need not follow (5). Writing $V=A\,\mathbf L\cdot\mathbf S$ within a term, d² ³F has $A=\zeta/2$ and (5) gives $A=\zeta/6$ for the $v=2$ ³F state of d⁴, whereas the two Coulomb ³F terms of d⁴ (for $F^2=10$ eV, $F^4=6.3$ eV) have $A=0.104\zeta$ and $-0.020\zeta$.

## What each derivation assumes

Both are written for a single shell with a constant $\zeta$. The only properties of $V$ they use are that it is a one-body operator within the shell, with $\operatorname{tr}h=0$ and $\tilde h=h$. Each product $l_is_i$ has these properties separately, so different constants for $x$, $y$ and $z$ would do as well. Neither needs a value for $\zeta$ or for any Coulomb integral.

The half-turn needs half filling from the start, because elsewhere $R$ connects $N$ electrons with $N$ holes. It does not need exact seniority, only a definite sign under $R$, and so it covers Coulomb eigenterms. It also forbids elements between $v$ and $v\pm4$, though these vanish at any filling: a one-body operator is a product of two quasi-spin-$\tfrac12$ operators, so it changes $Q$ by at most 1 and $v$ by at most 2.

The pair argument needs equal, definite seniority on both sides. It does not by itself treat a Coulomb mixture of $v=1$ and $v=5$. In return it holds for every filling that contains the given seniority.

## Second-order splittings of p³

The 20 determinants of p³ form ⁴S, ²D and ²P, with $4+10+6$ states. Adding a pair to one p electron gives six states with $L=1$, $S=\tfrac12$. Thus ²P has $v=1$, and ⁴S and ²D have $v=3$. All diagonal elements of $V$ vanish, and so does the element between ⁴S and ²D.

**Coulomb energies.** Let $F_2=F^2/25$ and omit the common $3F^0$. For p orbitals, $\langle m|C^2_0|m\rangle$ is $-\tfrac15$ for $m=\pm1$ and $\tfrac25$ for $m=0$. The direct integrals are therefore $J_{1,\pm1}=J_{1,1}=F_2$, $J_{\pm1,0}=-2F_2$ and $J_{00}=4F_2$. The angular integrals of $C^2_1$ and $C^2_2$ have magnitudes $\sqrt3/5$ and $\sqrt6/5$, so the exchange integrals are $K_{\pm1,0}=3F_2$ and $K_{1,-1}=6F_2$. Exchange acts between parallel spins:

- ⁴S, from $|1{\uparrow}\,0{\uparrow}\,{-1}{\uparrow}|$: $(-2-2+1-3-3-6)F_2=-15F_2$.
- ²D, from $|1{\uparrow}\,1{\downarrow}\,0{\uparrow}|$: $(1-2-2-3)F_2=-6F_2$.
- ²P: the two determinants with $M_L=1$, $M_S=\tfrac12$ are $|1{\uparrow}\,1{\downarrow}\,{-1}{\uparrow}|$, with $(1+1+1-6)F_2=-3F_2$, and $|1{\uparrow}\,0{\uparrow}\,0{\downarrow}|$, with $(4-2-2-3)F_2=-3F_2$. Their sum equals $E(^2D)+E(^2P)$, so $E(^2P)=0$.

**Couplings.** $V$ conserves $J$. Only ²D has $J=\tfrac52$ and only ²P has $J=\tfrac12$. These levels have zero diagonal elements and no partners, so $V$ does not move them within p³. For $J=\tfrac32$, let $a$ couple ²P to ⁴S and $b$ couple ²P to ²D.

Apply $V$ to the all-up determinant, which is ⁴S with $M_J=\tfrac32$. The $l_zs_z$ part gives $\tfrac12\sum m=0$, and $l_-s_+$ gives zero. From $\tfrac12l_+s_-$, with $l_+|m\rangle=\sqrt2\,|m+1\rangle$ for $m=0,-1$,

$$V|{}^4S\rangle=\frac{\zeta}{\sqrt2}\left(|1{\uparrow}\,1{\downarrow}\,{-1}{\uparrow}|+|1{\uparrow}\,0{\uparrow}\,0{\downarrow}|\right).$$

Its squared norm is $\zeta^2$. It has no ⁴S or ²D part, so $|a|^2=\zeta^2$.

For $b$, note that one electron has spin-orbit energy $\tfrac\zeta2[j(j+1)-\tfrac{11}4]$, which is $-\zeta$ for $j=\tfrac12$ and $\tfrac\zeta2$ for $j=\tfrac32$. With $n$ electrons in $j=\tfrac32$, the total is $\tfrac32(n-2)\zeta$. Each of $n=1,2,3$ contains one $J=\tfrac32$ level, so the eigenvalues of $V$ there are $-\tfrac32\zeta,0,\tfrac32\zeta$. Equating the trace of $V^2$ in both bases, $2(|a|^2+|b|^2)=\tfrac92\zeta^2$, and $|b|^2=\tfrac54\zeta^2$.

**By perturbation theory.** The second-order shift of ²P$_{3/2}$ is

$$\frac{\zeta^2}{15F_2}+\frac{5\zeta^2/4}{6F_2}=\frac{8+25}{120}\frac{\zeta^2}{F_2}=\frac{11}{40}\frac{\zeta^2}{F_2}.$$

²D$_{3/2}$ is pushed down by ²P alone, by $5\zeta^2/(24F_2)$. Hence

$$E(^2P_{3/2})-E(^2P_{1/2})=\frac{11}{40}\frac{\zeta^2}{F_2},\qquad
E(^2D_{5/2})-E(^2D_{3/2})=\frac5{24}\frac{\zeta^2}{F_2}. \tag{6}$$

**By the secular equation.** With $x$ measured from ²P, the $3\times3$ determinant gives

$$x(x+6F_2)(x+15F_2)=\zeta^2(x+6F_2)+\tfrac54\zeta^2(x+15F_2)=\tfrac94\zeta^2(x+11F_2).$$

Near $x=0$, dividing by the last two factors on the left gives $x\simeq\tfrac94\cdot\tfrac{11}{90}\,\zeta^2/F_2$. Near $x=-6F_2$, the shift is $\tfrac94\cdot5/[(-6)(9)]\,\zeta^2/F_2$. These shifts reproduce the splittings in (6). Perturbation theory requires couplings small compared with the gaps; the cubic does not. It contains only $\zeta^2$, so the levels do not depend on the sign of $\zeta$.

## Worked example

Take the model values $F^2=5$ eV and $\zeta=0.1$ eV. Then $F_2=0.2$ eV, and the terms lie at $-3.0$, $-1.2$ and $0$ eV. The ratios of coupling to gap are $0.1/3.0=0.033$ for ⁴S–²P and $0.1118/1.2=0.093$ for ²D–²P. With $\zeta^2/F_2=0.05$ eV, (6) gives

$$\Delta_P=0.275\times0.05=0.01375\ \text{eV},\qquad \Delta_D=0.2083\times0.05=0.01042\ \text{eV}.$$

Of $\Delta_P$, ⁴S supplies 0.00333 eV and ²D supplies 0.01042 eV. Full diagonalization within p³ gives 0.01362 and 0.01028 eV, so second order is too large by about 1% of the full values. At $\zeta=0.4$ eV it gives 0.220 and 0.167 eV against 0.194 and 0.139 eV, too large by 14% and 20%.

These are results of the one-configuration model. Mixing with other configurations is left out, as are the spin-spin and spin-other-orbit interactions. The latter two are two-body operators to which the proofs above do not apply. The $J$-dependent part of the spin-spin interaction is a tensor of rank 2 in spin, so it has no elements within a term of $S=\tfrac12$ and does not split ²P or ²D in first order. Spin-other-orbit, taken here as the whole two-electron operator proportional to $(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j)/r_{ij}^3$ acting within the shell, is not excluded in this way. Where $\zeta^2/F_2$ is small, its first-order contribution dominates. For the N atom with Hartree–Fock orbitals ($\zeta\approx77$ cm⁻¹, $F_2\approx2600$ cm⁻¹), (6) gives about $+0.6$ and $+0.5$ cm⁻¹, while this operator contributes about $-5.5$ and $-13.6$ cm⁻¹ within p³; for O⁺ the signs are reversed as well. These too are one-configuration estimates, but they show that (6) does not describe the fine structure of such light p³ atoms.

## Computed values

```
p^3 MODEL: inputs
Slater integral F^2 = 5.00 eV
F_2 = F^2/25 = 0.200 eV
zeta = 0.100 eV
p^3 terms (F^0 part dropped)
4S: seniority 3, Coulomb energy -3.0000 eV
2D: seniority 3, Coulomb energy -1.2000 eV
2P: seniority 1, Coulomb energy -0.0000 eV
Spin-orbit elements in p^3, units of zeta
|<4S3/2|V|2P3/2>| = 1.000000
|<2D3/2|V|2P3/2>| = 1.118034
eigenvalues of V alone, J=3/2: -1.500, 0.000, 1.500
coupling/gap, 4S-2P = 0.0333
coupling/gap, 2D-2P = 0.0932
2P3/2 shift caused by 4S, second order = 0.003333 eV
2P3/2 shift caused by 2D, second order = 0.010417 eV
Levels from full diagonalization at this zeta
4S3/2: -3.003337 eV
2D3/2: -1.210281 eV
2D5/2: -1.200000 eV
2P1/2: 0.000000 eV
2P3/2: 0.013618 eV
Splittings: 2P = E(3/2)-E(1/2), 2D = E(5/2)-E(3/2)
zeta 0.05 eV: 2P full 0.003429, 2nd order 0.003438 eV; 2D full 0.002596, 2nd order 0.002604 eV
zeta 0.10 eV: 2P full 0.013618, 2nd order 0.013750 eV; 2D full 0.010281, 2nd order 0.010417 eV
zeta 0.20 eV: 2P full 0.053006, 2nd order 0.055000 eV; 2D full 0.039609, 2nd order 0.041667 eV
zeta 0.40 eV: 2P full 0.193612, 2nd order 0.220000 eV; 2D full 0.139309, 2nd order 0.166667 eV
Other shells (largest |element| over normalized states)
p^2 3P, diagonal block of V = 1.0000 zeta
d^5, V between equal seniorities: below 1e-8 zeta: True
d^5, V between v=5 and v=3 = 4.0825 zeta
d^5 2D, V when seniorities may mix = 1.5000 zeta
d^5 2F, V when seniorities may mix = 0.7454 zeta
d^5 2G, V when seniorities may mix = 1.0704 zeta
d^5 Coulomb inputs F^2 = 10.0 eV, F^4 = 6.3 eV
d^5 Coulomb element between v=1 and v=5 = 2.9781 eV
d^5 number of Coulomb eigenterms = 16
d^5 eigenterms, diagonal V below 1e-7 zeta: True
```
